# Schottky and Frenkel Defects and the Conductivity Knee of Doped NaCl

## Problem

Sodium chloride has two interpenetrating face-centred cubic sublattices, one of cations and one of anions, with equal numbers of sites. A Schottky pair is a cation vacancy and an anion vacancy, far apart, whose ions have been moved to the surface. Making one pair at given places costs the free energy $g_S=h_S-Ts_S$. Here $h_S$ is the formation enthalpy, called the formation energy below, and $s_S$ is the vibrational entropy. The entropy of choosing the places is not included in $g_S$.

(a) Find the vacancy concentration in a pure crystal. What would change if the two vacancies of a pair had to be neighbours?

(b) In a different crystal, the dominant defect is the Frenkel pair: a cation leaves its site for a distant interstitial site, at a free-energy cost $g_F=h_F-Ts_F$. There are two interstitial sites per cation. Find the concentration.

(c) Sodium chloride now contains a fraction $c$ of divalent cations on its cation sites. Find both vacancy concentrations.

(d) Cation vacancies carry the current by hopping. Find the conductivity $\sigma$ and the slope of $\ln(\sigma T)$ against $1/T$.

(e) At high temperature the plot approaches one straight line, the intrinsic branch, and at low temperature another, the extrinsic branch. Find the temperature $T^*$ at which the two lines cross. How does this crossing compare with the place where the slope is halfway between its limits, and with the place where the plot bends most?

(f) Evaluate the results for $h_S=2.4$ eV, $s_S=8k$, migration energy $h_m=0.7$ eV, attempt rate $\nu=10^{13}$ s$^{-1}$, cubic lattice constant $a=5.6\times10^{-8}$ cm and $c=10^{-5}$. These are round model parameters of roughly the right size for sodium chloride, not a fit to measurements. For (b), take a model crystal with $h_F=1.5$ eV, $s_F=5k$ and $T=600$ K.

Treat the defects as non-interacting, the bulk as neutral and in equilibrium, and the enthalpies and entropies as constants. Use Gaussian units, in which $e^2$ is an energy times a length and $\sigma$ is a rate. Neither $\hbar$ nor $m$ appears, because the motion is described by thermally activated jumps with a given attempt rate.

## Solution

### (a) Schottky pairs in the pure crystal

Let the crystal have $N$ cations and $N$ anions. The ions are conserved: those removed from the interior settle on the surface and extend the lattice. With $n$ pairs, each sublattice therefore has $N+n$ sites, of which $n$ are empty. The number of arrangements is

$$W=\left[\frac{(N+n)!}{N!\,n!}\right]^2 .$$

The square appears because the two sublattices are filled independently. The part of the Gibbs free energy that depends on $n$ is

$$G(n)=n g_S-kT\ln W .$$

For large numbers, Stirling's formula gives $d\ln m!/dm=\ln m$. Hence

$$\frac{d\ln W}{dn}=2\left[\ln(N+n)-\ln n\right]=2\ln\frac{N+n}{n}.$$

Setting $dG/dn=0$ gives

$$g_S=2kT\ln\frac{N+n}{n}.$$

The second derivative, $d^2G/dn^2=2kT\left[1/n-1/(N+n)\right]$, is positive, so this is a minimum. With the site fraction $x=n/(N+n)$,

$$x_c=x_a=e^{-g_S/2kT}=e^{s_S/2k}\,e^{-h_S/2kT}. \tag{1}$$

The subscripts stand for cation and anion vacancies. The entropy is halved together with the energy.

The factor 2 can be traced to the counting. One more pair costs $g_S$ once, but it brings two choices of place, each worth $kT\ln(1/x)$ of configurational free energy. The balance is $g_S=2kT\ln(1/x)$. Nothing here says that each vacancy separately costs half of $g_S$. Equation (1) needs the sum of the two costs, however it is divided.

Now let the vacancies be bound as neighbours, with pair free energy $g_p$. Each cation site has six neighbouring anion sites, so a pair has about $6N$ possible positions. When pairs are dilute, their overlaps can be neglected and

$$W_p=\frac{(6N)!}{n!\,(6N-n)!},\qquad \frac{d\ln W_p}{dn}=\ln\frac{6N-n}{n}.$$

The minimum condition is $g_p=kT\ln[(6N-n)/n]$, or for $n\ll 6N$

$$n\approx 6N\,e^{-g_p/kT}.$$

The full energy stands in the exponent, because a pair now has one place to choose instead of two.

**Numbers.** At 900 K, $g_S=1.7796$ eV and $2kT=0.1551$ eV, so

$$x=e^{-1.7796/0.1551}=1.04\times10^{-5}.$$

An explicit partition sum for $N=10^8$ gives $1.0408\times10^{-5}$, against $1.0411\times10^{-5}$ from (1). The sum yields the mean number of vacancies and the formula the most probable one. They differ here by about a quarter of a vacancy in a thousand. The temperature dependence of the same sum gives an energy of 1.200 eV, half of $h_S$. If the pairs are bound but the energy is left at 2.4 eV, so that nothing changes except the counting, the sum gives 2.400 eV.

### (b) Frenkel pairs

A Frenkel pair adds no lattice site, since the cation stays inside the crystal. There are $N$ cation sites with $n$ vacancies, and $2N$ interstitial sites with $n$ interstitials:

$$W=\frac{N!}{n!\,(N-n)!}\;\frac{(2N)!}{n!\,(2N-n)!}.$$

Differentiating as before,

$$\frac{d\ln W}{dn}=\ln\frac{N-n}{n}+\ln\frac{2N-n}{n}.$$

Setting the derivative of $ng_F-kT\ln W$ to zero and taking the exponential gives

$$\frac{n^2}{(N-n)(2N-n)}=e^{-g_F/kT}.$$

For $n\ll N$ the denominator is $2N^2$, and the square root gives

$$\frac{n}{N}\approx\sqrt2\,e^{-g_F/2kT}. \tag{2}$$

The half has the same origin as in the Schottky case: one energy pays for two independently placed defects. The factor $\sqrt2$ reflects the number of interstitial sites. Referred to those sites instead, the interstitial fraction is $n/2N=e^{-g_F/2kT}/\sqrt2$.

For the model crystal, with $k=8.6173\times10^{-5}$ eV/K,

$$\frac{g_F}{2kT}=\frac12\left(\frac{1.5}{8.6173\times10^{-5}\times600}-5\right)=12.006,$$

and therefore $n/N=\sqrt2\,e^{-12.006}=8.64\times10^{-6}$. The partition sum agrees to these three digits.

### (c) Adding a divalent cation

Let there be $N_{\rm Na}$ sodium ions and $D$ divalent ions, all dissolved on cation sites. A divalent ion comes with two chloride ions, so

$$N_{\rm Cl}=N_{\rm Na}+2D.$$

With $n_c$ cation and $n_a$ anion vacancies, the sublattices have $N_{\rm Na}+D+n_c$ and $N_{\rm Cl}+n_a$ sites. These numbers must be equal:

$$N_{\rm Na}+D+n_c=N_{\rm Na}+2D+n_a
\quad\Longrightarrow\quad n_c=n_a+D .$$

This is also the condition of neutrality. Relative to the perfect lattice, a cation vacancy has charge $-e$, an anion vacancy $+e$ and a divalent ion $+e$. Each dopant ion thus forces one extra cation vacancy into the crystal.

Let $M=N_{\rm Cl}+n_a$ be the number of sites per sublattice. Then

$$W=\frac{M!}{N_{\rm Na}!\,D!\,n_c!}\;\frac{M!}{N_{\rm Cl}!\,n_a!}.$$

At fixed numbers of ions, the remaining freedom is to add Schottky pairs. One more pair raises $n_a$, $n_c$ and $M$ by one each, so

$$\frac{d\ln W}{dn_a}=2\ln M-\ln n_c-\ln n_a=-\ln(x_cx_a),$$

where $x_c=n_c/M$ and $x_a=n_a/M$. The minimum condition is $g_S+kT\ln(x_cx_a)=0$. With $c=D/M$, the two equations to be solved are

$$x_cx_a=K,\qquad K=e^{-g_S/kT},\qquad x_c-x_a=c. \tag{3}$$

Putting $x_a=x_c-c$ into the product gives $x_c^2-cx_c-K=0$. The positive root is the physical one:

$$x_c=\frac c2+\sqrt{\frac{c^2}{4}+K},\qquad
x_a=-\frac c2+\sqrt{\frac{c^2}{4}+K}. \tag{4}$$

There are two limits.

- For $c\ll2\sqrt K$, both fractions approach $\sqrt K$, which is (1). This is the intrinsic regime.
- For $c\gg2\sqrt K$, the root expands as $c/2+K/c$. Then $x_c\approx c$, independent of temperature, and $x_a\approx K/c$. This is the extrinsic regime.

In the second limit the anion vacancies have the full $h_S$ in their exponent. The half belongs to a crystal in which both vacancy concentrations rise together. Once the dopant fixes one of them, the other carries the whole temperature dependence of $K$.

The first limit also says how pure a "pure" crystal must be. At 700 K, $\sqrt K=1.25\times10^{-7}$, so (1) holds there if the divalent impurity fraction is well below $2.5\times10^{-7}$.

### (d) Conductivity and its slope

A cation vacancy moves when one of the 12 nearest cations jumps into it. The jump vectors $\mathbf r$ are of type $(a/2)(1,1,0)$. Without a field, each jump has the rate

$$\Gamma=\nu e^{-h_m/kT},$$

with any migration entropy absorbed in $\nu$. Let a field $E$ act along $x$, and let $q=-e$ be the effective charge of the vacancy. If the saddle point lies midway, the field lowers the barrier by half the work done over the whole jump, $qEr_x/2$. For $|qE|a\ll kT$ the rate becomes

$$\Gamma\,e^{qEr_x/2kT}\approx\Gamma\left(1+\frac{qEr_x}{2kT}\right).$$

The drift velocity is the sum of displacement times rate. The zero-field terms cancel between opposite jumps, leaving

$$v=\frac{\Gamma qE}{2kT}\sum r_x^2 .$$

Eight of the twelve vectors have $r_x=\pm a/2$ and four have $r_x=0$, so $\sum r_x^2=8a^2/4=2a^2$ and

$$v=\frac{a^2\Gamma}{kT}\,qE .$$

The cubic cell of volume $a^3$ contains four cation sites, which gives $4x_c/a^3$ vacancies per volume. The current density is this number times $qv$. The charge enters as $q^2=e^2$, so its sign drops out:

$$\sigma=\frac{4e^2\nu}{a\,kT}\,x_c\,e^{-h_m/kT}. \tag{5}$$

The factor $e^2/(a\,kT)$ is a ratio of energies, so $\sigma$ has the unit of $\nu$, as it should in Gaussian units.

Multiplying by $T$ removes the prefactor $1/T$. With $\beta=1/kT$, define the slope energy

$$\mathcal E=-\frac{d\ln(\sigma T)}{d\beta}=h_m-\frac{d\ln x_c}{d\beta}.$$

The slope of $\ln(\sigma T)$ against $1/T$ is $-\mathcal E/k$. Since $\ln K=s_S/k-h_S\beta$, we have $d\ln K/d\beta=-h_S$, and so

$$\mathcal E=h_m+h_S\,\frac{d\ln x_c}{d\ln K}.$$

Differentiating $x_c^2-cx_c=K$ gives $(2x_c-c)\,dx_c=dK$. By (3), $2x_c-c=x_c+x_a$. Therefore

$$\frac{d\ln x_c}{d\ln K}=\frac{K}{x_c(x_c+x_a)}=\frac{x_a}{x_c+x_a},
\qquad
\mathcal E=h_m+h_S\frac{x_a}{x_c+x_a}. \tag{6}$$

In the intrinsic limit $x_a=x_c$ and $\mathcal E=h_m+h_S/2$. In the extrinsic limit $x_a/x_c\to0$ and $\mathcal E=h_m$. Twice the difference of the limiting slope energies is $h_S$.

If $\ln\sigma$ is plotted instead of $\ln(\sigma T)$, the extra factor $1/T\propto\beta$ adds $\ln\beta$ to the ordinate. The slope energy is then smaller by $1/\beta=kT$, and the branches are slightly curved.

### (e) Where is the knee?

Let $A=\ln(4e^2\nu/ak)$, the part of $\ln(\sigma T)$ that does not depend on temperature. The two asymptotes follow from $x_c=\sqrt K$ and $x_c=c$:

$$\text{intrinsic:}\quad A+\frac{s_S}{2k}-\left(h_m+\frac{h_S}{2}\right)\beta,
\qquad
\text{extrinsic:}\quad A+\ln c-h_m\beta .$$

At the crossing, $A$ and $h_m\beta$ cancel. What remains is

$$\frac{s_S}{2k}-\frac{h_S\beta^*}{2}=\ln c .$$

This is the condition $\sqrt K=c$. Solving for $\beta^*=1/kT^*$,

$$T^*=\frac{h_S}{s_S+2k\ln(1/c)}. \tag{7}$$

The migration energy is absent because the same carrier, with the same mobility, conducts on both branches.

At $T^*$ the crystal is on neither branch. Setting $K=c^2$ in (4) gives

$$x_c=\frac{1+\sqrt5}{2}\,c=1.618\,c,\qquad x_a=0.618\,c .$$

The conductivity is therefore 1.618 times the value at which the asymptotes cross.

For the other two definitions, write $c=2\sqrt K\sinh u$. The root in (4) becomes $\sqrt K\cosh u$, so $x_c=\sqrt K\,e^{u}$ and $x_a=\sqrt K\,e^{-u}$. The fraction in (6) is

$$f=\frac{x_a}{x_c+x_a}=\frac{e^{-u}}{e^u+e^{-u}}=\frac{1-\tanh u}{2},$$

which runs from 0 to $1/2$ as the temperature rises.

*Halfway slope.* This requires $f=1/4$, hence $\tanh u=1/2$. From $\sinh^2u=\tanh^2u/(1-\tanh^2u)=1/3$ and $K=c^2/(4\sinh^2u)$ follows $K=\tfrac34c^2$.

*Strongest bend.* I take this to be the maximum of the second derivative with respect to $\beta$. The geometric curvature of the drawn line is a different quantity, and the place of its maximum depends on the scales chosen for the axes. The second derivative is

$$\frac{d^2\ln(\sigma T)}{d\beta^2}=-\frac{d\mathcal E}{d\beta}=-h_S\frac{df}{d\beta}=h_S^2\frac{df}{d\ln K}.$$

At fixed $c$, $\ln\sinh u=\ln(c/2)-\tfrac12\ln K$. Differentiation gives $\coth u\,du=-\tfrac12\,d\ln K$, or $du/d\ln K=-\tfrac12\tanh u$. Since $df/du=-\tfrac12(1-\tanh^2u)$,

$$\frac{df}{d\ln K}=\frac14\,t\,(1-t^2),\qquad t=\tanh u .$$

The maximum has $1-3t^2=0$, so $t^2=1/3$, $\sinh^2u=1/2$ and $K=\tfrac12c^2$.

All three markers have the form $K=\rho c^2$. Taking the logarithm, $s_S/k-h_S/kT=\ln\rho-2\ln(1/c)$, and thus

$$T_\rho=\frac{h_S}{k\left[s_S/k+2\ln(1/c)-\ln\rho\right]},\qquad \rho=1,\ \tfrac34,\ \tfrac12. \tag{8}$$

A smaller $\rho$ makes the denominator larger, so the halfway point lies below $T^*$ and the strongest bend lies lower still.

### (f) Numbers for sodium chloride

For $c=10^{-5}$, $2\ln(1/c)=23.026$, and (7) gives

$$T^*=\frac{2.4}{8.6173\times10^{-5}\,(8+23.026)}\ \text{K}\approx898\ \text{K}.$$

Tangents drawn to the full curve far from the knee cross at the same temperature to within 0.1 K. The hot tangent is taken at 2500 K, far above melting, and serves merely to construct the asymptote. The slope is halfway at 889 K and the bend is strongest at 878 K. The three definitions spread over about 20 K, so a quoted knee temperature should say which one is meant.

At $T^*$, $kT^*=0.07735$ eV $=1.239\times10^{-13}$ erg, and $e^{-h_m/kT^*}=e^{-9.05}=1.174\times10^{-4}$. With $e^2=2.307\times10^{-19}$ erg cm, (5) gives

$$\sigma=\frac{4(2.307\times10^{-19})(10^{13})(1.618\times10^{-5})(1.174\times10^{-4})}{(5.6\times10^{-8})(1.239\times10^{-13})}\ \text{s}^{-1}
\approx2.5\times10^{6}\ \text{s}^{-1},$$

or $2.8\times10^{-6}$ S/cm. The slope energy there is $0.7+2.4\times0.618/2.236=1.36$ eV, between the limits 0.70 and 1.90 eV.

The approach to the intrinsic limit is gradual. At 1000 K the slope energy is 1.778 eV, and at 1050 K it is 1.837 eV. Someone who took the latter for the intrinsic limit would find $h_S=2(1.837-0.700)=2.27$ eV, about 5 % below the model value of 2.4 eV. This shortfall belongs to the non-interacting model with immobile anions. In a real crystal, Coulomb screening among the defects and anion conduction steepen the plot at these temperatures and can reverse the sign of the error. The data cannot be extended much further, because sodium chloride melts a little below 1100 K.

The dopant level decides whether an intrinsic branch can be seen at all:

| $c$ | $T^*$ (K) |
|---|---|
| $10^{-6}$ | 782 |
| $10^{-5}$ | 898 |
| $10^{-4}$ | 1054 |

By (7), each factor of ten in $c$ lowers $1/T^*$ by the same amount, $2k\ln10/h_S$. At $c=10^{-4}$ the crossing lies just below melting. The slope energy at a crossing is 1.36 eV for any $c$, since $K=c^2$ fixes the ratio $x_a/x_c$. This crystal therefore melts while still in the bend, and its intrinsic slope cannot be read off.

### Conditions on the result

*Mobile anion vacancies.* Suppose their mobility is $r$ times that of the cation vacancies, with $r$ independent of temperature. Then $\sigma T$ is proportional to $(x_c+rx_a)e^{-h_m/kT}$. The intrinsic asymptote is raised by the factor $1+r$, while the extrinsic one is unchanged because $x_a/x_c\to0$. The lines now cross at $(1+r)\sqrt K=c$, which is (8) with $\rho=(1+r)^{-2}$. The knee moves to lower temperature, and (7) used without this correction would misjudge $c$.

*Association.* A divalent ion and a cation vacancy have opposite effective charges and attract each other. A bound pair is neutral and carries no steady current, so binding lowers the fraction of free vacancies from the value in (4). On the extrinsic branch it falls below $c$. Cooling favours the bound state. For example, with a binding energy of 0.5 eV, twelve equivalent bound positions and no binding entropy, about a quarter of the dopant ions would be bound at 700 K for $c=10^{-5}$. With binding energy $E_b$ and bound fraction $p$, the free vacancies on the extrinsic branch satisfy $x_c=c(1-p)$ and $p/(1-p)=12x_ce^{E_b/kT}$. Differentiating gives the slope energy $h_m+E_b\,p/(1+p)$, which is 0.80 eV at 700 K in this example. The slope energy then stays above about 0.78 eV at every temperature, and about a tenth of the dopant is still bound at $T^*$ (about 30 % for $c=10^{-4}$). With binding of this size a straight extrinsic line with slope energy $h_m$ is not reached, and both $h_m$ and the knee must be read with the binding included.

*Other interactions and solubility.* The long-range Coulomb interaction among the free defects is also left out, so the computed temperatures and slopes belong to the non-interacting model. The omission is not small: for a constant dielectric constant of 6 to 7, a Debye–Hückel estimate gives activity coefficients of about 0.8 at 900 K and 0.6 at 1050 K, and it raises the slope energy at 1050 K above 2 eV. Finally, $c$ is the dissolved fraction. If part of the dopant precipitates on cooling, $c$ itself depends on temperature, and the extrinsic branch is no longer the straight line used in (7).

The numerical output below lists the concentrations, conductivities and slope energies from 600 to 1050 K.

## Calculated quantities

```
h_S = 2.40 eV, s_S = 8.0 k, h_m = 0.70 eV
nu = 1.0e+13 1/s, a = 5.60e-08 cm, c = 1.0e-05
k = 8.617333e-05 eV/K, e^2 = 2.30708e-19 erg cm
1 S/cm = 8.98755e+11 1/s
Partition sums: N = 1.0e+08, T = 900 K
g_S at this T = 1.7796 eV
pure x: sum 1.04080e-05, formula 1.04106e-05
doped, c = 9.99983e-06
  x_c: sum 1.65469e-05, formula 1.65489e-05
  x_a: sum 6.54702e-06, formula 6.54905e-06
Energy from sum, separate vacancies = 1.2003 eV
Energy from sum, adjacent vacancies = 2.4000 eV
Frenkel: h_F = 1.50 eV, s_F = 5.0 k, T = 600 K
  n/N: sum 8.63774e-06, formula 8.64029e-06
Doped NaCl: T [K], sqrt(K), x_c, x_a, sigma [1/s], slope energy [eV]
   600 4.546e-09 1.000e-05 2.067e-12 2.624e+04 0.700
   700 1.252e-07 1.000e-05 1.567e-09 1.556e+05 0.700
   800 1.505e-06 1.022e-05 2.216e-07 5.936e+05 0.751
   900 1.041e-05 1.655e-05 6.549e-06 2.640e+06 1.380
  1000 4.892e-05 5.417e-05 4.417e-05 1.918e+07 1.778
  1050 9.494e-05 1.001e-04 9.007e-05 4.967e+07 1.837
Knee T*, formula = 897.67 K
Knee T*, crossing of far tangents = 897.65 K
1000/T* = 1.1140 1/K
kT* = 0.07735 eV
Knee: x_c = 1.6180e-05, x_a = 6.1803e-06
Knee: x_c/c = 1.6180
Knee: slope energy = 1.3633 eV
Knee: sigma = 2.5276e+06 1/s
Knee: sigma = 2.8123e-06 S/cm
Hot tangent energy = 1.9000 eV
Cold tangent energy = 0.7000 eV
h_S from twice their difference = 2.3999 eV
Halfway slope at T = 889.42 K
Greatest curvature: formula 878.05 K, grid 877.98 K
Dopant c = 1e-06: T* = 781.6 K
Dopant c = 1e-05: T* = 897.7 K
Dopant c = 1e-04: T* = 1054.1 K
```
